# Transport and Elastic Cross Sections of the Screened-Rutherford Law, part 2

How much do elastic collisions turn an electron beam in a film? An electron of mass $m$, energy $E$ and wavenumber $k$, with $E=\hbar^2k^2/2m$, meets atoms of nuclear charge $Ze$ and screening length $R$. The atom is modelled by the Yukawa potential

$$V(r)=-\frac{A}{r}e^{-r/R},\qquad A=\frac{Ze^2}{4\pi\varepsilon_0}.$$

For deflection $\theta$, $\mathbf q$ is the change of wavevector, with $q^2=2k^2(1-\cos\theta)$. The scattering amplitude $f$ gives $d\sigma/d\Omega=|f|^2$. In the first Born approximation,

$$f=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf q\cdot\mathbf r}V(r)\,d^3r ,$$

which for the Yukawa potential becomes

$$f=\frac{2mA}{\hbar^2}\,\frac{1}{q^2+1/R^2}.$$

With $x=1-\cos\theta$, running from 0 to 2, this is $d\sigma/d\Omega=C/(x+2a)^2$, where $a=1/(4k^2R^2)$ and $C=(A/2E)^2$. The elastic cross section $\sigma_{el}$ counts all collisions equally; the transport cross section $\sigma_{tr}$ weights them by $x$:

$$\sigma_{el}=\frac{\pi C}{a(1+a)},$$

$$\sigma_{tr}=2\pi C\left[\ln\left(1+\frac1a\right)-\frac{1}{1+a}\right].$$

The bracket is the integral of $x/(x+2a)^2$ from 0 to 2, found by writing $x=(x+2a)-2a$. The ratio,

$$\frac{\sigma_{tr}}{\sigma_{el}}=2a\left[(1+a)\ln\left(1+\frac1a\right)-1\right],$$

rises steadily with $a$ from 0 to 1. Its weak-screening limit, for small $a$, is $2a[\ln(1/a)-1]$. The fraction of collisions below $x$ is $P(x)=(1+a)x/(x+2a)$. Elastic collisions gather around $\theta_s\approx2\sqrt a$.

With $n_a$ atoms per volume, $\lambda_{el}=1/(n_a\sigma_{el})$ and $\lambda_{tr}=1/(n_a\sigma_{tr})=\lambda_{el}/(1-g)$, where $g=1-\sigma_{tr}/\sigma_{el}$ is the mean of $\cos\theta$ per collision. For independent collisions, constant $a$ and randomly placed atoms, the mean cosine of the angle $\alpha$ to the beam axis is $g^n$ after $n$ collisions, and after a path $s$ it is

$$\langle\cos\alpha\rangle_s=e^{-s/\lambda_{tr}} .$$

Q: Is $\lambda_{tr}$ also a distance that the electron travels?

A: In an unbounded medium without energy loss, it is the mean total displacement along the initial direction. The first free flight contributes $\lambda_{el}$ on average, and the flight after $n$ collisions contributes $\lambda_{el}g^n$. The sum is $\lambda_{el}/(1-g)=\lambda_{tr}$.

A simulated random walk tests both statements. Deflections are drawn by setting $P(x)$ equal to a random number $\xi$, uniform between 0 and 1, which gives $x=2a\xi/(1+a-\xi)$. For $a=0.05$ and lengths in units of $\lambda_{el}$, the mean forward displacement was $4.563\pm0.029$, against 4.552 from the formula. The mean cosine at path 3 was $0.5186\pm0.0011$, against 0.5174. The uncertainties are standard errors.

Q: Give me a case with numbers: a film, a beam, and the arithmetic.

A: Take a 10 keV beam in amorphous silicon, $Z=14$. For the screening length choose $R=a_0Z^{-1/3}$, with $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ the Bohr radius. This is a model choice, giving $R=0.02196$ nm. The wavenumber is $k=512.3\ \mathrm{nm^{-1}}$, so $kR=11.249$ and

$$a=\frac{1}{4(11.249)^2}=0.001976 .$$

With $\ln(1+1/a)=6.229$,

$$\frac{\sigma_{tr}}{\sigma_{el}}=2(0.001976)\,[1.001976\times6.229-1]=0.0207 .$$

The weak-screening limit gives 0.02065, which is 0.27 percent below the full value. Without the $-1$ the result would be 19 percent too high.

For the absolute size, use $A/(2E)=Z/(k^2a_0)$. With $Z/(ka_0)=0.516$ this length is $0.516/512.3=1.007\times10^{-3}$ nm, and $C=1.01\times10^{-6}\ \mathrm{nm^2}$. Then $\sigma_{el}=\pi C/[a(1+a)]=1.61\times10^{-3}\ \mathrm{nm^2}$.

The atomic density is taken as that of crystalline silicon, with eight atoms in a cube of edge roughly 0.543 nm: $n_a=50.0\ \mathrm{nm^{-3}}$. So

$$\lambda_{el}=\frac{1}{50.0\times1.61\times10^{-3}}\ \mathrm{nm}=12.4\ \mathrm{nm},\qquad
\lambda_{tr}=\frac{12.4}{0.0207}\ \mathrm{nm}\approx600\ \mathrm{nm}.$$

In SI units these are $1.24\times10^{-8}$ m and $6.0\times10^{-7}$ m. Along a path of 100 nm the electron makes about 8 elastic collisions, yet its mean direction cosine is still $e^{-100/599}=0.846$. The 100 nm is measured along the bent path; the depth reached is smaller.

Q: Eight collisions and so little turning. Are the angles really that small?

A: Half of them are below 5.1 degrees. Setting $P=1/2$ gives $x=2a/(1+2a)$, which for small $a$ is the angle $\theta_s=2\sqrt a$.

For the transport share below a chosen $X$, repeat the earlier integration with upper limit $X$:

$$\int_0^X\frac{x\,dx}{(x+2a)^2}=\ln\left(1+\frac{X}{2a}\right)-\frac{X}{X+2a}.$$

At 20 degrees, $X=0.0603$ and this is 1.85. The full integral is $6.229-0.998=5.231$. The share below 20 degrees is therefore 35 percent, leaving 65 percent above. Those larger deflections are only 6 percent of the collisions.

Q: You chose $R$. Had you chosen twice that value, would your 600 nm survive?

A: In proportion, it would change much less than $\lambda_{el}$ does. At fixed energy, doubling $R$ multiplies $\sigma_{el}$ by 4.01 and $\sigma_{tr}$ by 1.26. The second factor is close to $1+\ln4/5.231=1.27$. So $\lambda_{tr}$ would fall by about a fifth, while $\lambda_{el}$ would fall to a quarter.

Q: I am less comfortable with the Born approximation. You have just told me that $Z/(ka_0)$ is 0.516. Is that small?

A: No. It equals $A/(\hbar v)$, with $v=\hbar k/m$. A potential of size $A/R$ acting for a time $R/v$ shifts the phase of the wave by about this amount, and the Born approximation wants that shift to be small. Its error should be measured by solving the Schrödinger equation for the same Yukawa potential.

The wave then acquires a phase shift $\delta_l$ for each angular momentum $l$, and

$$f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),$$

with $P_l$ the Legendre polynomials. Their orthogonality gives

$$\sigma_{el}=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l .$$

For the part weighted by $\mu=\cos\theta$, the recursion $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbours:

$$\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

Each pair occurs twice in $|f|^2$, so

$$\int\mu|f|^2d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Since $2l+1=(l+1)+l$, a shift of the index in the second part gives $\sum_l(2l+1)\sin^2\delta_l=\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. Subtract, and use $\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)=\sin^2(\alpha-\beta)$:

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

Q: How do I know that the phase shifts and the Born formulas describe the same problem?

A: By making the potential weak. With $Z$ replaced by 0.1, and $k$ and $R$ held at their values above, the partial-wave cross sections divided by the Born ones are 1.0003 for $\sigma_{el}$ and 1.0005 for $\sigma_{tr}$. This tests the absolute formulas as well as their ratio.

With the full charge of silicon and $R$ held fixed, the ratio $\sigma_{tr}/\sigma_{el}$ is:

| $E$ (keV) | $a$ | formula | limit | partial waves |
|---|---|---|---|---|
| 1 | 0.0198 | 0.119 | 0.116 | 0.189 |
| 3 | 0.0066 | 0.0535 | 0.0530 | 0.0686 |
| 10 | 0.0020 | 0.0207 | 0.0207 | 0.0230 |
| 30 | 0.0007 | 0.0083 | 0.0083 | 0.0087 |

Relative to the partial-wave values, the formula is low by 37 percent at 1 keV, 10 percent at 10 keV and 4 percent at 30 keV. At 1 keV the weak-screening expansion is off by about 3 percent, so the Born approximation is the far larger fault there.

At 10 keV the partial waves give 0.88 of the Born $\sigma_{el}$ and 0.97 of the Born $\sigma_{tr}$. The Born value of $\sigma_{el}$ is thus the less accurate one. Both Born values are too high, so their errors partly cancel in the ratio.

Q: That still assumes a Yukawa atom. Silicon has shells.

A: In the Born approximation the shells can be put in directly. For $R\to\infty$ the amplitude of a bare nucleus is $2mA/(\hbar^2q^2)=2Z/(a_0q^2)$. The amplitude is linear in the potential, so an electron density $\rho(\mathbf r)$ subtracts its own Fourier transform:

$$f=\frac{2[Z-F(q)]}{a_0q^2},\qquad
F(q)=\int\rho(\mathbf r)\frac{\sin qr}{qr}\,d^3r .$$

The factor $\sin(qr)/(qr)$ averages the amplitude over the orientations of the atom. Strictly, $|f|^2$ should be averaged, because the free silicon atom is not spherical; at 10 keV this would raise $\sigma_{el}$ by only about 0.3 percent. I take $\rho$ from an unrestricted Hartree–Fock calculation of the free silicon atom in the cc-pVTZ basis. This reference omits electron correlation, exchange with the beam electron, and the change of the density by bonding.

At 10 keV, relative to the Yukawa atom, $\sigma_{el}$ is larger by 41 percent and $\sigma_{tr}$ smaller by 10 percent. The ratio becomes 0.0133 instead of 0.0207, with $\lambda_{el}=8.8$ nm and $\lambda_{tr}=665$ nm. More collisions with less total transport means that the scattering has moved towards small angles. A longer screening length alone would not do this: it raises both cross sections, as the doubling of $R$ showed.

Q: Then the ratio, the very quantity you derived, is off by a third.

A: For this choice of $R$, yes: it is 36 percent below the Yukawa value. The formula is correct for its angular law; the atom does not follow that law with that $a$. If better values of $\sigma_{el}$ and $\sigma_{tr}$ are known, and their ratio is below 1, one can solve the formula for an effective $a$. The solution is unique, because the ratio rises steadily with $a$. Used together with the better $\sigma_{el}$, this $a$ returns the better $\sigma_{tr}$ and so preserves $e^{-s/\lambda_{tr}}$, but it does not guarantee the correct share of large deflections.

Q: Atoms in a solid also have neighbours. You add cross sections as if each atom scattered alone.

A: Interference between neighbours matters most when the momentum transfer is small. As a rough dividing line take $q=2\pi/d$, with $d=0.235$ nm the bond length. At 10 keV this is an angle of 3.0 degrees. In the Yukawa model 26 percent of $\sigma_{el}$ lies below it, but 0.8 percent of $\sigma_{tr}$. For the Hartree–Fock atom in the Born approximation, which scatters more at small angles, the shares are 52 and 1.9 percent. These shares show how exposed each quantity is; they are not bounds on the correction, since some interference remains at larger $q$.

Q: And the energy? An electron that slows down does not keep one value of $a$.

A: The Bethe formula for the stopping power,

$$S=\frac{2\pi n_aZ}{E}\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2\ln\frac{1.166E}{J},$$

gives 3.85 eV/nm with a rough mean excitation energy $J=170$ eV. Over 100 nm the loss is about 385 eV, or 4 percent of the beam energy. Since $C\propto E^{-2}$ and $a\propto E^{-1}$, in the weak-screening limit

$$\frac{d\ln\sigma_{tr}}{d\ln E}=-2+\frac{1}{\ln(1/a)-1}\approx-1.8 ,$$

so $\sigma_{tr}$ rises by about 7 percent by the end of that path. Over a path $\lambda_{tr}$ the initial loss rate would remove 23 percent of the energy. There a constant $\lambda_{tr}$ is no longer adequate, and the exponent $s/\lambda_{tr}$ must be replaced by $\int ds/\lambda_{tr}(E(s))$.

Two further effects can be estimated. Relativistic kinematics, without spin, raises $\sigma_{tr}$ by 2 percent and lowers the ratio by 0.8 percent. The target electrons also deflect the beam: $Z$ unit charges compare with one charge $Z$ roughly as $Z/Z^2=1/Z$, or 7 percent of $\sigma_{tr}$. This estimate ignores their binding and recoil.

Q: Which of these numbers may I rely on for a real film?

A: For a 10 keV beam and a 100 nm silicon film, the model's $\lambda_{tr}$ of about 0.6 µm is a reasonable scale, with the shape of the atom shifting it by about 10 percent. The value of $\lambda_{el}$ is much less secure: within the Born approximation it moves from 12.4 to 8.8 nm with the Hartree–Fock density, and phase shifts for the electrostatic potential of that same atom give about 9.7 nm. At 1 keV the formula's ratio, 0.119, is 37 percent below the partial-wave value for the same Yukawa potential, 0.189, but about 23 percent above the value of about 0.097 given by phase shifts for the electrostatic potential of the Hartree–Fock atom. There the Born error and the error in the shape of the atom are both large and act in opposite directions, so the formula should be replaced by phase shifts for a realistic atomic potential, not for the Yukawa one.

## Numbers as computed

```
beam energy = 10.0 keV, Z = 14
lattice parameter (rough) = 0.543 nm
atomic density n = 4.997e+28 m^-3
wavenumber k = 512.32 nm^-1
screening length R = 0.02196 nm, k R = 11.249
screening parameter a = 0.001976
ln(1+1/a) = 6.22875
ratio, full formula = 0.020711
ratio, quadrature = 0.020711
ratio, weak-screening limit = 0.020654
relative error of the limit = -0.272 %
limit without the -1 / full = 1.1881
sigma_el = 1.6123e-03 nm^2
sigma_tr = 3.3392e-05 nm^2
lambda_el = 12.41 nm
lambda_tr = 599.3 nm
path in film = 100 nm, collisions = 8.06
mean cosine after this path = 0.8463
median angle = 5.09 deg
beyond 20 deg: 5.96 % of sigma_el
beyond 20 deg: 64.63 % of sigma_tr
R doubled: sigma_el x 4.006, sigma_tr x 1.264
Weak-coupling waves / Born formula (charge 0.1):
  sigma_el 1.00031, sigma_tr 1.00052
Random walk, a = 0.05, lengths in lambda_el:
  forward 4.563 +- 0.029, theory 4.552
  cosine at path 3: 0.5186 +- 0.0011, theory 0.5174
E (keV) | a | ratio | limit | ratio from partial waves
     1 | 0.019758 | 0.11941 | 0.11555 | 0.18882
     3 | 0.006586 | 0.05351 | 0.05299 | 0.06860
    10 | 0.001976 | 0.02071 | 0.02065 | 0.02297
    30 | 0.000659 | 0.00834 | 0.00833 | 0.00869
Neglected effects at the example's energy:
Born parameter Z/(k a0) = 0.516
partial waves / Born: sigma_el 0.8777, sigma_tr 0.9732
HF atom / Yukawa (Born): sigma_el 1.4055, sigma_tr 0.9014
HF atom (Born): ratio = 0.01328
HF atom (Born): lambda_el = 8.83 nm, lambda_tr = 664.9 nm
relativistic / non-relativistic: ratio 0.9921, sigma_tr 1.0214
mean excitation energy (rough) = 170 eV
stopping power = 3.85 eV/nm
energy loss in 100 nm = 385 eV
initial loss rate x lambda_tr / E = 0.231
target electrons, rough share 1/Z = 0.071
bond length d = 0.2351 nm, angle for q = 2 pi/d: 2.99 deg
below it: 25.7 % of sigma_el, 0.8 % of sigma_tr
```
